# Centroid of a core-removal spectrum and the frozen-orbital Hartree-Fock energy: verification in Python

```python
# Result under test: for a Hartree-Fock initial determinant Phi, the sudden
# core-removal spectrum I_f = |<f|a_i|Phi>|^2 at B_f = E_f - E_HF, summed over
# ALL (N-1)-electron eigenstates f, has centroid -eps_i (frozen-orbital energy).
# eps_i: canonical orbital energy; a_i: annihilator of the core spin orbital.
# Part 1: complete diagonalization of a 1D four-electron model (6 orbitals).
# Part 2: B 1s removal from BF3. Algebra in hartree and bohr, output in eV.
import numpy as np
import scipy.sparse as sp
from scipy import constants
from pyscf import gto, scf, ao2mo

HA = constants.value('Hartree energy in eV')
ANG = 1e-10 / constants.value('Bohr radius')      # bohr per angstrom


def trace(a, b):
    return np.sum(a * b.T)


def transition_energy(h, jk, overlap, left, right):
    """<L|R> and <L|H|R>/<L|R> for determinants with (up, down) orbitals."""
    dens, s = [], 1.0
    for lo, ro in zip(left, right):
        m = lo.T @ overlap @ ro
        s *= np.linalg.det(m)
        dens.append(ro @ np.linalg.inv(m) @ lo.T)
    total = dens[0] + dens[1]
    fields = [jk(d) for d in dens]
    e = trace(h, total) + 0.5 * trace(fields[0][0] + fields[1][0], total)
    e -= 0.5 * sum(trace(f[1], d) for f, d in zip(fields, dens))
    return s, e


def variance_parts(cjvk, ovov, core):
    """Variance from (core j|a k) and (j a|k b): ionic part, spectator part."""
    anti = cjvk - cjvk.transpose(2, 1, 0)
    ionic = np.sum(cjvk**2) + 0.5 * np.sum(anti**2)
    x = ovov - ovov.transpose(2, 1, 0, 3)
    keep = [j for j in range(ovov.shape[0]) if j != core]
    spect = np.sum(ovov[keep]**2) + 0.25 * np.sum(x**2)
    spect += 0.25 * np.sum(x[keep][:, :, keep]**2)
    return ionic, spect


def core_pair_energy(ovov, eps, core):
    """Second-order pair energies summed over all pairs containing the core."""
    no = ovov.shape[0]
    direct = ovov[core]                                  # [a, j, b]
    exchange = ovov[:, :, core, :].transpose(1, 0, 2)    # (j a|core b)
    gap = (eps[core] + eps[:no][None, :, None]
           - eps[no:][:, None, None] - eps[no:][None, None, :])
    return np.sum(direct * (2 * direct - exchange) / gap)


def dipole_weight(kinetic, charge):
    """Plane-wave 1s photoionization factor at fixed photon energy."""
    k2 = 2 * kinetic
    return k2**1.5 / (k2 + charge**2)**4


def binding_slope(photon, binding, charge):
    d = 1e-3
    up = np.log(dipole_weight(photon - binding - d, charge))
    dn = np.log(dipole_weight(photon - binding + d, charge))
    return (up - dn) / (2 * d)


# ---------------- Part 1: one-dimensional model ----------------
nb = 6
soft_n, soft_e, separation = 0.3, 0.5, 1.0               # angstrom
x = np.linspace(-6, 7, 521) * ANG
dx = x[1] - x[0]
potential = (-3 / np.sqrt(x**2 + (soft_n * ANG)**2)
             - 1 / np.sqrt((x - separation * ANG)**2 + (soft_n * ANG)**2))
hgrid = np.diag(1 / dx**2 + potential)
hgrid -= 0.5 / dx**2 * (np.eye(len(x), k=1) + np.eye(len(x), k=-1))
levels, functions = np.linalg.eigh(hgrid)
h1 = np.diag(levels[:nb])
fn = functions[:, :nb]
repulsion = 1 / np.sqrt((x[:, None] - x[None, :])**2 + (soft_e * ANG)**2)
pairs = np.einsum('xp,xq->xpq', fn, fn).reshape(len(x), nb * nb)
eri1 = (pairs.T @ repulsion @ pairs).reshape(nb, nb, nb, nb)

# Fock-space annihilators; mode 2p is orbital p up, 2p+1 is orbital p down
lower = sp.csr_matrix([[0., 1.], [0., 0.]])
phase = sp.csr_matrix([[1., 0.], [0., -1.]])
one = sp.identity(2, format='csr')
ann = []
for m in range(2 * nb):
    op = sp.identity(1, format='csr')
    for n in range(2 * nb):
        factor = phase if n < m else lower if n == m else one
        op = sp.kron(op, factor, format='csr')
    ann.append(op)
n_up = sum((a.T @ a).diagonal() for a in ann[0::2])
n_dn = sum((a.T @ a).diagonal() for a in ann[1::2])
neutral = np.where((n_up == 2) & (n_dn == 2))[0]
ionized = np.where((n_up == 1) & (n_dn == 2))[0]


def sector_hamiltonian(index):
    """One- and two-electron parts of H in one particle-number sector."""
    e = np.array([[(ann[2*p].T @ ann[2*q] + ann[2*p+1].T @ ann[2*q+1])
                   .tocsr()[index][:, index].toarray()
                   for q in range(nb)] for p in range(nb)])
    g = np.tensordot(eri1, e, axes=([2, 3], [0, 1]))
    two = sum(e[p, q] @ g[p, q] for p in range(nb) for q in range(nb))
    two = two - np.tensordot(np.einsum('pqqs->ps', eri1), e, axes=2)
    return np.tensordot(h1, e, axes=2), 0.5 * two


one4, two4 = sector_hamiltonian(neutral)
one3, two3 = sector_hamiltonian(ionized)
remove_up = [ann[2*p][ionized][:, neutral] for p in range(nb)]


def annihilate(orbital, vec):
    return sum(c * (a @ vec) for c, a in zip(orbital, remove_up))


def determinant(up, down, index):
    vec = np.zeros(4**nb)
    vec[0] = 1.0
    for spin, orbitals in ((0, up), (1, down)):
        for col in orbitals.T:
            vec = sum(c * (ann[2*p+spin].T @ vec) for p, c in enumerate(col))
    return vec[index]


def jk_model(d):
    return (np.einsum('pqrs,sr->pq', eri1, d),
            np.einsum('pqrs,qr->ps', eri1, d))


def fock(occ, lam=1.0):
    j, k = jk_model(occ @ occ.T)
    return h1 + lam * (2 * j - k)


def model_scf(lam):
    dens = np.diag([1., 1.] + [0.] * (nb - 2))
    for _ in range(3000):
        j, k = jk_model(dens)
        eps, c = np.linalg.eigh(h1 + lam * (2 * j - k))
        new = c[:, :2] @ c[:, :2].T
        change = np.abs(new - dens).max()
        dens = 0.5 * (dens + new)
        if change < 1e-13:
            break
    assert change < 1e-11
    return eps, c


def mo_blocks(c):
    mo = np.einsum('pqrs,pi,qj,rk,sl->ijkl', eri1, c, c, c, c, optimize=True)
    return mo[0, :2, 2:, :2], mo[:2, 2:, :2, 2:]


eps, orb = model_scf(1.0)
H4, H3 = one4 + two4, one3 + two3
phi = determinant(orb[:, :2], orb[:, :2], neutral)
e_hf = phi @ H4 @ phi
ion_e, ion_v = np.linalg.eigh(H3)


def spectrum(orbital, vec):
    return (ion_v.T @ annihilate(orbital, vec))**2


binding = ion_e - e_hf
weight = spectrum(orb[:, 0], phi)
centroid = weight @ binding
assert abs(weight.sum() - 1) < 1e-10
assert abs(centroid + eps[0]) < 1e-8
valence = spectrum(orb[:, 1], phi)
assert abs(valence @ binding + eps[1]) < 1e-8

# a coherent mixture of core and valence removal has no cross term
mixed = 0.8 * orb[:, 0] + 0.6 * orb[:, 1]
mixed_centroid = spectrum(mixed, phi) @ binding
assert abs(mixed_centroid + 0.64 * eps[0] + 0.36 * eps[1]) < 1e-8

# a determinant that is not self-consistent obeys the Fock-diagonal form
rng = np.random.default_rng(3)
rand = np.linalg.qr(rng.normal(size=(nb, nb)))[0]
other = determinant(rand[:, :2], rand[:, :2], neutral)
f_rand = fock(rand[:, :2])
moment = spectrum(rand[:, 0], other) @ (ion_e - other @ H4 @ other)
assert abs(moment + rand[:, 0] @ f_rand @ rand[:, 0]) < 1e-8

# variance from the spectrum against the integral formula
cjvk, ovov = mo_blocks(orb)
var_spectrum = weight @ (binding - centroid)**2
var_parts = variance_parts(cjvk, ovov, 0)
assert abs(var_spectrum - sum(var_parts)) < 1e-8

# main line and satellite balance
main = np.argmax(weight)
w0, b0 = weight[main], binding[main]
rest = np.arange(len(weight)) != main
sat_mean = weight[rest] @ binding[rest] / weight[rest].sum()
assert abs((sat_mean - b0) - (-eps[0] - b0) / (1 - w0)) < 1e-7

# nonorthogonal determinant formula against explicit Fock-space vectors
left = (rand[:, :1], rand[:, 1:3])
right = (orb[:, 1:2], orb[:, :2])
s_lr, e_lr = transition_energy(h1, jk_model, np.eye(nb), left, right)
vl, vr = determinant(*left, ionized), determinant(*right, ionized)
assert abs(vl @ vr - s_lr) < 1e-10
assert abs(vl @ H3 @ vr - s_lr * e_lr) < 1e-8


# correlated initial state: exact centroid shift against second order
def correlation_shift(lam):
    e, c = model_scf(lam)
    e4, v4 = np.linalg.eigh(one4 + lam * two4)
    amp = annihilate(c[:, 0], v4[:, 0])
    mean = amp @ (one3 + lam * two3) @ amp / (amp @ amp) - e4[0]
    second = -core_pair_energy(lam * mo_blocks(c)[1], e, 0)
    det = determinant(c[:, :2], c[:, :2], neutral)
    return mean + e[0], second, (det @ v4[:, 0])**2


shift_full, shift_second, hf_weight = correlation_shift(1.0)
ratios = []
for lam in (0.1, 0.05):
    exact_shift, second_shift, _ = correlation_shift(lam)
    ratios.append(exact_shift / second_shift)
assert abs(ratios[1] - 1) < 0.1
assert abs(ratios[1] - 1) < 0.7 * abs(ratios[0] - 1)

# energy-dependent dipole factor against slope times variance
photon = 1500 / HA
z_model = 2.7
wd = weight * dipole_weight(photon - binding, z_model)
dip_exact = wd @ binding / wd.sum() - centroid
dip_est = binding_slope(photon, centroid, z_model) * var_spectrum
assert abs(dip_est / dip_exact - 1) < 0.25

print('MODEL: charges 3 and 1, four electrons, six orbitals')
print(f'separation {separation:.1f} angstrom')
print(f'softening: nuclear {soft_n:.1f}, electron {soft_e:.1f} angstrom')
print(f'number of ionic final states {len(weight)}')
print(f'core -eps {-eps[0]*HA:.4f} eV')
print(f'core spectrum centroid {centroid*HA:.4f} eV')
print(f'valence -eps {-eps[1]*HA:.4f} eV')
print(f'valence spectrum centroid {valence@binding*HA:.4f} eV')
print(f'mixed removal (0.8, 0.6) centroid {mixed_centroid*HA:.4f} eV')
print(f'main core line {b0*HA:.4f} eV, weight {w0:.5f}')
print(f'mean of all other lines {sat_mean*HA:.3f} eV')
print(f'weight below the main line {weight[binding < b0-1e-9].sum():.2e}')
for window in (20, 50, 100):
    inside = binding <= b0 + window / HA
    cut = weight[inside] @ binding[inside] / weight[inside].sum()
    print(f'centroid, window to main+{window} eV: {cut*HA:.4f} eV')
print(f'rms width {np.sqrt(var_spectrum)*HA:.3f} eV')
print(f'variance, ionic part {var_parts[0]*HA**2:.3f} eV^2')
print(f'variance, spectator part {var_parts[1]*HA**2:.3f} eV^2')
print(f'HF weight in exact ground state {hf_weight:.4f}')
print(f'correlation shift, exact {shift_full*HA:.4f} eV')
print(f'correlation shift, second order {shift_second*HA:.4f} eV')
print(f'exact/second order at coupling 0.1: {ratios[0]:.4f}')
print(f'exact/second order at coupling 0.05: {ratios[1]:.4f}')
print(f'dipole-factor shift, direct {dip_exact*HA:.4f} eV')
print(f'dipole-factor shift, slope*variance {dip_est*HA:.4f} eV')

# ---------------- Part 2: B 1s removal from BF3 ----------------
bond = 1.31
atoms = [('B', (0., 0., 0.))]
for angle in (0, 2 * np.pi / 3, 4 * np.pi / 3):
    atoms.append(('F', (bond * np.cos(angle), bond * np.sin(angle), 0.)))
CORE = 3                                   # three F 1s levels lie below B 1s


def core_hole(basis):
    mol = gto.M(atom=atoms, basis=basis, verbose=0)
    eri = mol.intor('int2e', aosym='s8')
    mf = scf.RHF(mol)
    mf._eri = eri
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    c = mf.mo_coeff
    no = mol.nelectron // 2
    keep = [j for j in range(no) if j != CORE]
    frozen = (c[:, :no], c[:, keep])
    ion_mol = gto.M(atom=atoms, basis=basis, charge=1, spin=1, verbose=0)
    ion = scf.UHF(ion_mol)
    ion._eri = eri
    ion.conv_tol = 1e-10
    ion.max_cycle = 100
    occ = np.zeros((2, c.shape[1]))
    occ[0, :no] = 1
    occ[1, keep] = 1
    ion.get_occ = lambda mo_energy=None, mo_coeff=None: occ
    dm = np.array([f @ f.T for f in frozen])
    e_frozen = ion.energy_tot(dm)
    ion.kernel(dm0=dm)
    assert ion.converged
    relaxed = (ion.mo_coeff[0][:, :no], ion.mo_coeff[1][:, keep])
    s = mol.intor('int1e_ovlp')
    hole = ion.mo_coeff[1][:, CORE]
    assert (hole @ s @ c[:, CORE])**2 > 0.9
    on_b = slice(*mol.aoslice_by_atom()[0, 2:])
    assert (c[:, CORE] * (s @ c[:, CORE]))[on_b].sum() > 0.95
    return mol, mf, ion, eri, s, frozen, relaxed, e_frozen


mol, mf, ion, eri, s, frozen, relaxed, e_frozen = core_hole('unc-ccpvdz')
minus_eps = -mf.mo_energy[CORE]
assert abs(e_frozen - mf.e_tot - minus_eps) < 1e-6
b_main = ion.e_tot - mf.e_tot
relax = minus_eps - b_main
s0, e_cross = transition_energy(
    mf.get_hcore(), lambda d: mf.get_jk(mol, d, hermi=0), s, relaxed, frozen)
e_cross += mol.energy_nuc()
i0 = s0**2
assert 0 < i0 < 1 and relax > 0
sat_simple = relax / (1 - i0)
# energy of the frozen ion after the relaxed determinant is projected out
remainder = e_frozen - 2 * i0 * e_cross + i0 * ion.e_tot
sat_corrected = remainder / (1 - i0) - ion.e_tot

no = mol.nelectron // 2
co, cv = mf.mo_coeff[:, :no], mf.mo_coeff[:, no:]
nv = cv.shape[1]
ovov = ao2mo.general(eri, (co, cv, co, cv), compact=False)
ovov = ovov.reshape(no, nv, no, nv)
ccore = mf.mo_coeff[:, CORE:CORE + 1]
cjvk = ao2mo.general(eri, (ccore, co, cv, co), compact=False)
cjvk = cjvk.reshape(no, nv, no)
ionic, spect = variance_parts(cjvk, ovov, CORE)
corr = -core_pair_energy(ovov, mf.mo_energy, CORE)

rel = scf.RHF(mol).sfx2c1e()
rel._eri = eri
rel.conv_tol = 1e-10
rel.kernel(dm0=mf.make_rdm1())
assert rel.converged
rel_shift = -rel.mo_energy[CORE] - minus_eps
z_boron = 4.7
dip_b = binding_slope(photon, minus_eps, z_boron) * ionic
kinetic = photon - b_main
mass_b = 11 * constants.atomic_mass / constants.m_e
recoil = kinetic / mass_b
small = core_hole('ccpvdz')
eps_small = -small[1].mo_energy[CORE]
relax_small = eps_small - (small[2].e_tot - small[1].e_tot)

print('BF3, B 1s removal, HF/uncontracted cc-pVDZ')
print(f'B-F length {bond:.2f} angstrom, {mol.nao} basis functions')
print(f'-eps(B 1s) = centroid {minus_eps*HA:.3f} eV = {minus_eps:.5f} Ha')
print(f'frozen-ion energy difference {(e_frozen-mf.e_tot)*HA:.3f} eV')
print(f'relaxed core-hole energy {b_main*HA:.3f} eV')
print(f'relaxation energy {relax*HA:.3f} eV')
print(f'main-line weight {i0:.4f}, remainder {1-i0:.4f}')
print(f'mean satellite above main, simple {sat_simple*HA:.2f} eV')
print(f'mean satellite above main, corrected {sat_corrected*HA:.2f} eV')
print(f'rms width, ionic part {np.sqrt(ionic)*HA:.2f} eV')
print(f'rms width, spectator part {np.sqrt(spect)*HA:.2f} eV')
print('Neglected effects in BF3')
print(f'scalar relativity on -eps {rel_shift*HA:+.3f} eV')
print(f'initial-state correlation, 2nd order {corr*HA:+.3f} eV')
print(f'photon energy {photon*HA:.0f} eV, 1s charge {z_boron:.1f}')
print(f'dipole-factor variation {dip_b*HA:+.3f} eV')
print(f'recoil of a free B atom (11 u) {recoil*HA:.3f} eV')
print(f'contracted cc-pVDZ: -eps {eps_small*HA:.3f} eV')
print(f'contracted cc-pVDZ: relaxation {relax_small*HA:.3f} eV')
print('verified')
```

Output:

```
MODEL: charges 3 and 1, four electrons, six orbitals
separation 1.0 angstrom
softening: nuclear 0.3, electron 0.5 angstrom
number of ionic final states 90
core -eps 65.0176 eV
core spectrum centroid 65.0176 eV
valence -eps 24.3869 eV
valence spectrum centroid 24.3869 eV
mixed removal (0.8, 0.6) centroid 50.3905 eV
main core line 64.3075 eV, weight 0.57992
mean of all other lines 65.998 eV
weight below the main line 3.40e-01
centroid, window to main+20 eV: 64.0054 eV
centroid, window to main+50 eV: 64.7234 eV
centroid, window to main+100 eV: 64.9748 eV
rms width 7.772 eV
variance, ionic part 38.858 eV^2
variance, spectator part 21.547 eV^2
HF weight in exact ground state 0.9902
correlation shift, exact 0.0583 eV
correlation shift, second order 0.0560 eV
exact/second order at coupling 0.1: 1.0782
exact/second order at coupling 0.05: 1.0425
dipole-factor shift, direct 0.0995 eV
dipole-factor shift, slope*variance 0.0944 eV
BF3, B 1s removal, HF/uncontracted cc-pVDZ
B-F length 1.31 angstrom, 104 basis functions
-eps(B 1s) = centroid 212.179 eV = 7.79745 Ha
frozen-ion energy difference 212.179 eV
relaxed core-hole energy 203.809 eV
relaxation energy 8.371 eV
main-line weight 0.8500, remainder 0.1500
mean satellite above main, simple 55.80 eV
mean satellite above main, corrected 45.73 eV
rms width, ionic part 31.04 eV
rms width, spectator part 126.65 eV
Neglected effects in BF3
scalar relativity on -eps +0.042 eV
initial-state correlation, 2nd order +0.822 eV
photon energy 1500 eV, 1s charge 4.7
dipole-factor variation +1.304 eV
recoil of a free B atom (11 u) 0.065 eV
contracted cc-pVDZ: -eps 212.284 eV
contracted cc-pVDZ: relaxation 6.552 eV
verified
```
